\section*{One Silent Amplifier in a Four-Way In-Phase Power Combiner}

\section{The problem}

Four identical amplifiers each deliver $P=50\ \mathrm{W}$ at $1.3\ \mathrm{GHz}$ into the reference resistance $Z_0=50\ \Omega$. They drive, with equal amplitude and phase, a four-way combiner whose output feeds a load $Z_0$. The combiner is ideal in the following sense.
\begin{itemize}
\item Every port is matched to $Z_0$.
\item The four inputs are isolated: a wave entering one input does not emerge from another.
\item All four inputs couple equally to the output.
\item Its only lossy parts are its isolation resistors, and these absorb nothing when four equal in-phase waves enter.
\end{itemize}
The drive and bias of one amplifier are now switched off, while the drive of the other three is held fixed. What fraction of the original output power remains, and how much power do the isolation resistors dissipate?

\section{A tempting solution}

The inputs are isolated, so the three working amplifiers do not notice the loss of the fourth. Each still delivers $50\ \mathrm{W}$, and $150\ \mathrm{W}$ enters the combiner. The combiner is lossless, so $150\ \mathrm{W}$ leaves it. The output is therefore three quarters of the original $200\ \mathrm{W}$, and the isolation resistors stay cold.

\section{Where it fails}

The first half of this argument is right: $150\ \mathrm{W}$ does enter. The fault is the word ``lossless''. The combiner was stated to be lossless for four equal in-phase waves, and the argument applies that property to a different set of waves.

The extension cannot be true. Suppose that a single amplifier, acting alone, also passed all its power $P$ to the output. Its output wave would have amplitude $\sqrt P$. The combiner is linear, so four such waves in phase would add to $4\sqrt P$ and carry a power $16P$. Only $4P$ was supplied. A combiner that is lossless for all four together therefore cannot pass all their power to the output when they act separately. Wave amplitudes add at the output; powers do not.

\section{The correct solution}

\subsection{What the amplifiers see}

Let $V_i$ be the rms voltage at input $i$ and $I_i$ the rms current flowing into the combiner there. The ingoing and outgoing waves are
\begin{equation}
a_i=\frac{V_i+Z_0I_i}{2\sqrt{Z_0}},\qquad
b_i=\frac{V_i-Z_0I_i}{2\sqrt{Z_0}} .
\end{equation}
When the squared magnitudes are subtracted, the terms $|V_i|^2$ and $Z_0^2|I_i|^2$ cancel and the cross terms add:
\begin{equation}
|a_i|^2-|b_i|^2=\frac{4Z_0\,\mathrm{Re}(V_iI_i^*)}{4Z_0}
=\mathrm{Re}(V_iI_i^*),
\end{equation}
which is the power entering port $i$.

A wave $b_i$ could come from reflection at port $i$, from another input, or from a wave sent back by the load. Matching excludes the first, isolation the second, and the load $Z_0$ the third. Hence $b_i=0$ at every input, whichever amplifiers are on.

At a working amplifier, $b_i=0$ means $V_i=Z_0I_i$. It sees the load $Z_0$, as before, and so delivers the same power $|a_i|^2=P$. This holds whatever its own source impedance.

At the silent amplifier there is no source voltage. If its passive output impedance is $Z_s$, then $V_i=-Z_sI_i$. Together with $V_i=Z_0I_i$ this gives
\begin{equation}
(Z_0+Z_s)I_i=0 .
\end{equation}
The real part of $Z_s$ is not negative, so the bracket is not zero, and $I_i=V_i=0$. An open circuit gives the same result: $I_i=0$ implies $V_i=Z_0I_i=0$. The silent port carries neither voltage nor current, and it does not matter whether the dead amplifier looks like an open circuit, a short circuit or a resistor.

\subsection{The output power}

Equal coupling means that the output wave is
\begin{equation}
b_0=t\,(a_1+a_2+a_3+a_4),
\end{equation}
with one complex coefficient $t$. With all four waves equal to $a$, where $|a|^2=P$, no power is lost:
\begin{equation}
|4ta|^2=16|t|^2P=4P\quad\Longrightarrow\quad |t|=\tfrac12 .
\end{equation}
With three waves,
\begin{equation}
P_{\rm out}=|3ta|^2=9\cdot\tfrac14\,P=\tfrac94P,
\qquad
\frac{P_{\rm out}}{4P}=\frac{9}{16}.
\end{equation}
The output amplitude falls to $3/4$ and its power to $(3/4)^2$. For the example this is $2.25\times50\ \mathrm{W}=112.5\ \mathrm{W}$, a drop of $10\log_{10}(16/9)=2.50\ \mathrm{dB}$.

\subsection{The resistor power}

A power $3P$ enters, $9P/4$ leaves by the output, and nothing leaves by the inputs. The resistors are the only lossy parts, so they take the difference:
\begin{equation}
P_{\rm res}=3P-\tfrac94P=\tfrac34P,
\qquad
\frac{P_{\rm res}}{4P}=\frac{3}{16}.
\end{equation}
This is $37.5\ \mathrm{W}$. Of the original $16/16$, the load keeps $9/16$, the resistors take $3/16$, and the remaining $4/16$ is no longer supplied.

\subsection{Other numbers of amplifiers}

If $m$ of the four are active, the same steps give
\begin{equation}
\frac{P_{\rm out}}{4P}=\frac{|mta|^2}{4P}=\frac{m^2}{16},
\qquad
\frac{P_{\rm res}}{4P}=\frac{mP-m^2P/4}{4P}=\frac{m(4-m)}{16}.
\label{eq:m}
\end{equation}
The resistor power vanishes at $m=4$, as it must, and is largest at $m=2$, where load and resistors each receive a quarter of the original output.

For $N$ inputs, losslessness requires $|Nta|^2=N|a|^2$, so $|t|^2=1/N$. With one amplifier silent,
\begin{equation}
\frac{P_{\rm out}}{NP}=\frac{(N-1)^2}{N^2}=1-\frac2N+\frac1{N^2},
\qquad
\frac{P_{\rm res}}{NP}=\frac{N-1}{N}-\frac{(N-1)^2}{N^2}=\frac{N-1}{N^2}.
\end{equation}
For large $N$ the output falls by a fraction of about $2/N$, twice the share of the lost amplifier. In that limit one half of the fall is power no longer supplied, and the other half is heat in the resistors. The exact share of the heat is $(N-1)/(2N-1)$, which is $3/7$ for $N=4$.

\section{Which resistor gets hot}

The total $3P/4$ follows from the port properties alone. Its division among the resistors depends on the circuit.

\subsection{A tree of two-way combiners}

In a two-way Wilkinson combiner, each input is joined to the output by a quarter-wave line of impedance $\sqrt2Z_0$, and a resistor $2Z_0$ connects the two inputs. Any pair of input waves is the sum of an even part $(a_1+a_2)/2$, equal at both inputs, and an odd part $\pm(a_1-a_2)/2$.

For the even part the input voltages are equal and the resistor carries no current. The two lines share the load equally, so each is terminated in $2Z_0$. A quarter-wave line of impedance $Z_c$ turns a termination $Z$ into $Z_c^2/Z$, here $2Z_0^2/(2Z_0)=Z_0$. The even part is matched, and all its power goes to the output.

For the odd part the output node is at zero voltage by symmetry. This short circuit appears as an open circuit at the inputs. The midpoint of the resistor is also at zero voltage, so each input sees half the resistor, $Z_0$. The odd part is matched too, and all its power goes to the resistor. Therefore
\begin{equation}
P_{\rm out}=2\left|\frac{a_1+a_2}{2}\right|^2=\frac{|a_1+a_2|^2}{2},
\qquad
P_{\rm res}=2\left|\frac{a_1-a_2}{2}\right|^2=\frac{|a_1-a_2|^2}{2}.
\label{eq:two}
\end{equation}
Apart from a common phase, the output wave is $(a_1+a_2)/\sqrt2$. Since neither part is reflected, the inputs are matched and isolated.

Two such combiners feeding a third form the four-way tree. Let amplifier 1 be silent. Its pair has waves $0$ and $a$, so its resistor takes $P/2$ and it passes on $A=a/\sqrt2$. The intact pair has waves $a$ and $a$, so its resistor takes nothing and it passes on $B=2a/\sqrt2=\sqrt2\,a$. The third combiner then gives
\begin{align}
P_{\rm out}&=\frac{|A+B|^2}{2}
=\frac12\left|\frac{a+2a}{\sqrt2}\right|^2=\frac94P,\\
P_{\rm join}&=\frac{|B-A|^2}{2}
=\frac12\left|\frac{2a-a}{\sqrt2}\right|^2=\frac14P .
\end{align}
The resistor beside the silent amplifier dissipates $25\ \mathrm{W}$ and the one joining the pairs $12.5\ \mathrm{W}$, which add to $37.5\ \mathrm{W}$.

A single failure does not set the rating of the joining resistor. If both amplifiers of one pair are silent, then $A=0$ and the joining resistor takes $|B|^2/2=P=50\ \mathrm{W}$. This is its highest load over all on/off states; for a pair resistor the highest is $25\ \mathrm{W}$. A phase fault can be worse: for $a_2=-a_1$, equation~(\ref{eq:two}) puts $2P=100\ \mathrm{W}$ into a pair resistor, and if one whole pair is reversed against the other, $A=-B$ and the joining resistor takes $|2B|^2/2=4P=200\ \mathrm{W}$.

\subsection{A four-way star}

In a star, four quarter-wave lines of impedance $2Z_0$ meet at the output, and a resistor $Z_0$ runs from each input to a common floating node. Equal inputs see $(2Z_0)^2/(4Z_0)=Z_0$. For input voltages that sum to zero, the output and the floating node are at zero voltage, and each input sees its resistor $Z_0$. Any set of input waves is a sum of these two kinds, and neither is reflected, so the inputs of the star are also matched and isolated. By symmetry they couple equally to the output.

With $b_i=0$, an active port has voltage $V$ with $|V|^2=PZ_0$, and the silent port has zero. The currents into the floating node sum to zero through equal resistors, so its voltage is the average, $3V/4$. The silent branch dissipates $(3/4)^2|V|^2/Z_0=9P/16=28.1\ \mathrm{W}$, and each active branch $(1/4)^2P=P/16=3.1\ \mathrm{W}$. The total is again $12P/16=3P/4$.

As a test, the node equations of both circuits were solved for every non-empty set of active amplifiers. The active source impedance was $50$ or $20+30j\ \Omega$, and the silent port was open, shorted, or closed with $50$ or $10-40j\ \Omega$. Resistor powers were found from node voltages, not from the energy balance. Both fractions in~(\ref{eq:m}) were reproduced to rounding error.

\section{What isolation contributes}

The fraction $9/16$ does not by itself prove isolation. Take any linear network in which the four inputs are equivalent by symmetry, driven by equal source voltages $e$ behind equal impedances. By superposition, the output voltage is $k(e_1+e_2+e_3+e_4)$. If one source voltage is set to zero and its impedance is left in place, the output voltage falls from $4ke$ to $3ke$, and the power again falls to $9/16$.

When the load is $Z_0$, isolation removes the condition on the silent impedance. Consider the tree with its resistors taken out, linear $50\ \Omega$ sources, and the silent port open. The open circuit becomes a short circuit at the output of its pair. Seen through one more quarter-wave line, this short is an open circuit, both for the working partner and at the final output. The partner delivers nothing. The intact pair alone drives the load, which appears at that pair's output as $2Z_0^2/Z_0=2Z_0$. Shared by two amplifiers, this is $4Z_0$ for each line, and each amplifier sees $2Z_0^2/(4Z_0)=Z_0/2$. The reflection magnitude is $1/3$, so each delivers $(1-1/9)P$, and
\begin{equation}
\frac{P_{\rm out}}{4P}=\frac{2\cdot\frac89P}{4P}=\frac49 .
\end{equation}
The circuit solution gives the same $0.444$, with reflection magnitudes $1$, $1/3$ and $1/3$ at the active ports.

If the silent port of this bare tree is closed with $50\ \Omega$, the output is $9/16$, as superposition requires, but the active reflection magnitudes are $0.75$, $0.25$ and $0.25$. The missing $3P/4$ now returns to the amplifier ports. The resistors do not cause the loss of output in that case; they give the unused power a harmless destination.

\section{The example beside real hardware}

Let each amplifier have a drain efficiency of $55\,\%$, an assumed value. Each active amplifier draws $50/0.55=90.9\ \mathrm{W}$ and turns $40.9\ \mathrm{W}$ into heat, if the small drive power at its input is neglected. After the failure, the efficiency from supply to load is $112.5/(3\times90.9)=41\,\%$, three quarters of its former value. If the isolation resistors share the amplifiers' heat sink, their $37.5\ \mathrm{W}$ almost replaces the heat of the silent amplifier. The total changes by $-3.4\ \mathrm{W}$, or $-0.7\ \mathrm{K}$ for an assumed sink of $0.2\ \mathrm{K/W}$. This near balance is an accident of the assumed efficiency $\eta$: the silent amplifier's former heat was $(1/\eta-1)P$, which equals $3P/4$ only at $\eta=4/7$.

Real combiners are not perfectly matched or isolated, and the impedances of the amplifiers then matter. The first five rows below were computed for the tree with linear active sources of $25$, $50$ and $100\ \Omega$ and with the silent port open, shorted, or closed with $50$ or $\pm50j\ \Omega$. The last row uses the ideal tree and $50\ \Omega$ sources, with every module at one end or the other of both its amplitude and its phase range; errors inside these ranges can lower the ratio slightly further, to $0.539$. Each effect acts alone, and each ratio refers to the four-amplifier output under the same imperfection.
\begin{center}
\begin{tabular}{lc}
Imperfection & Output ratio\\
\hline
Band edges, $1.2$ and $1.4\ \mathrm{GHz}$ & $0.556$--$0.568$\\
Loss of $0.1\ \mathrm{dB}$ per line & $0.562$--$0.563$\\
All resistors off by the same $\pm5\,\%$ & $0.559$--$0.566$\\
$0.5\ \mathrm{pF}$ at each resistor end & $0.541$--$0.582$\\
Antenna standing-wave ratio $1.5$ & $0.490$--$0.640$\\
Modules off by $\pm0.3\ \mathrm{dB}$, $\pm10^\circ$ & $0.540$--$0.595$
\end{tabular}
\end{center}
The mismatched antenna matters most among these. It breaks the assumption that no wave returns from the load, and shifts the ratio by up to $0.077$ in the cases computed, about $14\,\%$ of $9/16$. The total resistor power then lies between $0.134$ and $0.264$ of the four-amplifier output under the same mismatch, instead of $0.1875$, so the resistors together can receive more than the ideal $37.5\ \mathrm{W}$. Line loss hardly moves the ratio, but it lowers the four-amplifier output itself from $200$ to $190.5\ \mathrm{W}$. These figures treat the amplifiers as linear sources. A saturated transistor responds to a changed load in its own way, which this model does not describe. The numerical output lists the remaining ranges.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
power per amplifier: 50.0 W
reference resistance: 50.0 ohm
design frequency: 1.30 GHz
drain efficiency per amplifier: 55.0 %
heat sink resistance: 0.20 K/W
IDEAL COMBINER, ONE AMPLIFIER SILENT
largest relative error, all ideal cases: 4.4e-16
output with four active: 200.000 W
power entering from three: 150.000 W
output with three active: 112.500 W
output ratio: 0.562500
output drop: 2.499 dB
total resistor power: 37.500 W
resistor power / original output: 0.187500
tree, resistor beside silent amplifier: 25.000 W
tree, resistor of intact pair: 0.000 W
tree, resistor joining pairs: 12.500 W
star, silent branch: 28.125 W
star, each active branch: 3.125 W
tree, highest pair-resistor power, any state: 25.000 W
tree, highest joining-resistor power, any state: 50.000 W
TREE WITHOUT RESISTORS, ONE SILENT
open silent port, output ratio: 0.4444
open silent port, active reflection magnitudes: 1.000, 0.333, 0.333
50 ohm silent port, active reflection magnitudes: 0.750, 0.250, 0.250
SUPPLY AND HEAT
efficiency before: 55.00 %
efficiency after: 41.25 %
heat of one active amplifier: 40.91 W
change in total sink heat: -3.41 W
change in sink temperature: -0.68 K
NEGLECTED EFFECTS, EACH ALONE
columns: output ratio; resistor share; four-active output
band edges 1.2, 1.4 GHz: 0.556-0.568; 0.182-0.191; 198.6-201.4 W
line loss 0.1 dB per line: 0.562-0.563; 0.194-0.194; 190.5-190.5 W
resistor error +/-5 %: 0.559-0.566; 0.185-0.190; 200.0-200.0 W
capacitance 0.5 pF per resistor end: 0.541-0.582; 0.169-0.207; 197.2-202.7 W
antenna standing-wave ratio 1.5: 0.490-0.640; 0.134-0.264; 168.8-220.4 W
module errors +/-0.3 dB, +/-10 deg: 0.540-0.595; 0.181-0.216; 181.0-214.3 W
largest effect on output ratio: antenna standing-wave ratio 1.5
its largest shift of the ratio: 0.077
\end{verbatim}
